# Why silicon's optical mode has a cubic term along [111], not [100]: a numerical check

```python
"""Zone-centre optical mode of silicon: cubic energy and one-sided force error.

Result under test: for the relative sublattice displacement u,
    E(u) = E0 + K |u|^2 / 2 + g ux uy uz + fourth order.
Along [100] no odd term exists. Along [111], with amplitude s, the one-sided
stiffness -F(s)/s equals K + g s/sqrt(3) + order s^2.
K: stiffness per primitive cell; g: cubic coefficient; F: force on atom 2.
Method: plane-wave Kohn-Sham LDA, GTH pseudopotential, analytic forces.
Internal units are Hartree atomic units; printed units are stated.
"""
import os
os.environ["OMP_NUM_THREADS"] = "1"
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import fftn, ifftn
from scipy.linalg import eigh, block_diag
from scipy.special import erfc
from pyscf.dft import libxc
from pyscf.pbc import gto as pbcgto
from pyscf.data.elements import MASSES

PC = const.physical_constants
BOHR = PC["Bohr radius"][0] * 1e10                  # angstrom
HARTREE = PC["Hartree energy in eV"][0]
WAVENUMBER = PC["hartree-inverse meter relationship"][0] / 100
REDUCED_MASS = 0.5 * MASSES[14] * const.atomic_mass / const.m_e
EDGE = 5.40 / BOHR
FCC = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
RECIP = np.linalg.inv(FCC).T
SITE = np.ones(3) / 4
NGRID = 24
NPTS = NGRID**3
GRID = np.array(list(itertools.product(range(NGRID), repeat=3)))
INDEX = np.where(GRID >= NGRID // 2, GRID - NGRID, GRID)

# Site group: signed permutations that map sublattice 2 onto itself.
GROUP = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        rot = np.zeros((3, 3), int)
        for row in range(3):
            rot[row, order[row]] = signs[row]
        shift = (rot @ SITE - SITE) @ np.linalg.inv(FCC)
        if np.allclose(shift, np.rint(shift)):
            GROUP.append(rot)

# Published pseudopotential parameters come from the pyscf library.
cell = pbcgto.M(a=EDGE * FCC, unit="Bohr", basis="gth-szv",
                pseudo="gth-pade", verbose=0,
                atom=[("Si", (0.0, 0.0, 0.0)), ("Si", tuple(EDGE * SITE))])
PSEUDO = cell._pseudo["Si"]
ZION, RLOC, CLOC = sum(PSEUDO[0]), PSEUDO[1], PSEUDO[3][0]
assert PSEUDO[2] == 1
(RS, _, HS), (RP, _, HP) = PSEUDO[5][:3], PSEUDO[6][:3]
HNL = block_diag(np.array(HS), HP[0][0] * np.eye(3))


def kpoints(mesh, ops):
    """Irreducible fractional k points; mesh 0 is a lopsided 8-point set."""
    if mesh == 0:
        frac = np.array(list(itertools.product((0.25, -0.25), repeat=3)))
    else:
        base = (np.array(list(itertools.product(range(mesh), repeat=3)))
                + 0.5) / mesh
        cosets = np.vstack([np.zeros(3), np.eye(3)])
        frac = (base[:, None] + cosets[None]).reshape(-1, 3) @ FCC.T

    def key(f):
        return tuple(int(v) % 48 for v in np.rint(48 * f))
    full, seen, points = {key(f) for f in frac}, set(), []
    for f in frac:
        if key(f) in seen:
            continue
        orbit = {key(sign * ((rot @ (f @ RECIP)) @ FCC.T))
                 for rot in ops for sign in (1, -1)}
        assert orbit <= full
        seen |= orbit
        points.append((f - np.rint(f), len(orbit) / len(full)))
    return points


def ewald(pos, lattice, gvec, g2, vol):
    """Ion-ion energy and force on atom 2 (atom 1 at the origin)."""
    eta = 0.5
    trans = np.array(list(itertools.product(range(-4, 5), repeat=3))) @ lattice
    rvec = pos + trans
    r = np.linalg.norm(rvec, axis=1)
    self_r = np.linalg.norm(trans, axis=1)
    self_r = self_r[self_r > 1e-8]
    damp = 4 * np.pi / vol * np.exp(-g2[1:] / (4 * eta**2)) / g2[1:]
    arg = gvec[1:] @ pos
    energy = (np.sum(erfc(eta * r) / r) + np.sum(erfc(eta * self_r) / self_r)
              + np.sum(damp * (1 + np.cos(arg))) - 2 * eta / np.sqrt(np.pi)
              - 2 * np.pi / (vol * eta**2))
    radial = (erfc(eta * r) / r**2
              + 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r)**2) / r)
    force = (radial / r) @ rvec + (damp * np.sin(arg)) @ gvec[1:]
    return ZION**2 * energy, ZION**2 * force


def refine_bands(ham, states, tol):
    """Block Davidson refinement of the four lowest states."""
    nb = states.shape[1]
    diag = ham.diagonal().real[:, None]
    space, hspace = states, ham @ states
    for _ in range(80):
        small = space.conj().T @ hspace
        val, vec = np.linalg.eigh(0.5 * (small + small.conj().T))
        val, vec = val[:nb], vec[:, :nb]
        states, hstates = space @ vec, hspace @ vec
        resid = hstates - states * val
        if np.max(np.linalg.norm(resid, axis=0)) < tol:
            return val, states
        if space.shape[1] >= 7 * nb:
            space, hspace = states, hstates
        new = resid / np.maximum(diag - val, 0.3)
        new = new / np.maximum(np.linalg.norm(new, axis=0), 1e-300)
        for _ in range(2):
            new = new - space @ (space.conj().T @ new)
            new = np.linalg.qr(new)[0]
        space = np.hstack([space, new])
        hspace = np.hstack([hspace, ham @ new])
    raise RuntimeError("band solver did not converge")


def solve(u, edge=EDGE, cutoff=7.0, mesh=2, symmetric=True, start=None):
    """Self-consistent energy and force on atom 2 for displacement u."""
    lattice = edge * FCC
    vol = abs(np.linalg.det(lattice))
    recip = 2 * np.pi * np.linalg.inv(lattice).T
    gvec = INDEX @ recip
    g2 = np.sum(gvec**2, axis=1)
    gsafe = np.where(g2 > 0, g2, 1.0)
    coulomb = np.where(g2 > 0, 4 * np.pi / gsafe, 0.0)
    pos = edge * SITE + u
    short = (2 * np.pi)**1.5 * RLOC**3 * CLOC
    vatom = np.exp(-g2 * RLOC**2 / 2) * (short - ZION * coulomb)
    vatom[0] = short + 2 * np.pi * ZION * RLOC**2
    phase = np.exp(-1j * gvec @ pos)
    vion = vatom * (1 + phase) / vol
    ops = ([rot for rot in GROUP if np.allclose(rot @ u, u, atol=1e-10)]
           if symmetric else [np.eye(3, dtype=int)])
    perms = []
    for rot in ops:
        integer = np.rint(lattice @ rot.T @ np.linalg.inv(lattice)).astype(int)
        image = (GRID @ integer) % NGRID
        perms.append((image[:, 0] * NGRID + image[:, 1]) * NGRID + image[:, 2])

    blocks = []
    for frac, weight in kpoints(mesh, ops):
        kg = gvec + frac @ recip
        sel = np.flatnonzero(np.sum(kg**2, axis=1) / 2 <= cutoff)
        kg = kg[sel]
        q2 = np.sum(kg**2, axis=1)
        diff = INDEX[sel][:, None] - INDEX[sel][None]
        assert np.max(np.abs(diff)) < NGRID // 2
        diff %= NGRID
        flat = (diff[..., 0] * NGRID + diff[..., 1]) * NGRID + diff[..., 2]
        amp = np.pi**1.25 / np.sqrt(4 * np.pi * vol)
        gs, gp = np.exp(-q2 * RS**2 / 2), np.exp(-q2 * RP**2 / 2)
        proj = amp * np.column_stack([
            4 * np.sqrt(2 * RS**3) * gs,
            8 * np.sqrt(2 * RS**3 / 15) * (3 - q2 * RS**2) * gs,
            8 * np.sqrt(RP**5) * gp[:, None] * kg])
        proj2 = proj * np.exp(-1j * kg @ pos)[:, None]
        fixed = (np.diag(q2 / 2) + proj @ HNL @ proj.T
                 + proj2 @ HNL @ proj2.conj().T)
        blocks.append(dict(w=weight, kg=kg, sel=sel, flat=flat,
                           fixed=fixed, proj=proj2, states=None))

    dens = np.ones(NPTS) if start is None else start.copy()
    dens *= 2 * ZION / (vol * dens.mean())
    shape = (NGRID,) * 3

    def to_g(field):
        return fftn(field.reshape(shape)).ravel() / NPTS

    def xc(field):
        out = libxc.eval_xc("LDA_X,LDA_C_PW", np.maximum(field, 1e-10),
                            spin=0, deriv=1)
        return np.ravel(out[0]), np.ravel(out[1][0])

    old_n, old_r, change = [], [], 1.0
    for _ in range(50):
        pot = vion + coulomb * to_g(dens) + to_g(xc(dens)[1])
        new, band = np.zeros(NPTS), 0.0
        for b in blocks:
            ham = b["fixed"] + pot[b["flat"]]
            if b["states"] is None:
                val, b["states"] = eigh(ham, subset_by_index=[0, 3])
            else:
                tol = min(1e-4, max(2e-11, 3e-3 * change))
                val, b["states"] = refine_bands(ham, b["states"], tol)
            wave = np.zeros((4, NPTS), complex)
            wave[:, b["sel"]] = b["states"].T
            wave = ifftn(wave.reshape((4,) + shape), axes=(1, 2, 3)) * NPTS
            new += 2 * b["w"] / vol * np.sum(np.abs(wave)**2, axis=0).ravel()
            band += 2 * b["w"] * val.sum()
        new = np.mean([new[p] for p in perms], axis=0)
        resid = new - dens
        change = vol * np.mean(np.abs(resid))
        if change < 3e-8:
            break
        old_n, old_r = (old_n + [dens])[-7:], (old_r + [resid])[-7:]
        best_n, best_r = dens, resid
        if len(old_n) > 1:
            dn = np.array(old_n[:-1]) - dens
            dr = np.array(old_r[:-1]) - resid
            coef = -np.linalg.lstsq(dr.T, resid, rcond=None)[0]
            best_n, best_r = dens + coef @ dn, resid + coef @ dr
        dens = best_n + 0.8 * best_r
    else:
        raise RuntimeError("density did not converge")

    ng = to_g(new)
    ion_energy, force = ewald(pos, lattice, gvec, g2, vol)
    energy = (band - vol * np.vdot(ng, pot).real + vol * np.vdot(ng, vion).real
              + vol / 2 * np.sum(coulomb * np.abs(ng)**2)
              + vol * np.mean(new * xc(new)[0]) + ion_energy)
    force = force + np.real(1j * ng.conj() * vatom * phase) @ gvec
    for b in blocks:
        bra = b["proj"].conj().T
        overlap = bra @ b["states"]
        for axis in range(3):
            slope = (bra * (1j * b["kg"][:, axis])) @ b["states"]
            force[axis] -= 4 * b["w"] * np.vdot(overlap, HNL @ slope).real
    force = np.mean([rot @ force for rot in ops], axis=0)
    return dict(E=energy, F=force, n=new, ion=ion_energy)


# Symbolic group average of all monomials up to third order.
assert len(GROUP) == 24
xyz = sp.symbols("x y z")
invariants = {}
for degree in (1, 2, 3):
    found = set()
    for factors in itertools.combinations_with_replacement(range(3), degree):
        total = sp.Integer(0)
        for rot in GROUP:
            image = [sum(int(rot[i, j]) * xyz[j] for j in range(3))
                     for i in range(3)]
            total += sp.prod([image[i] for i in factors])
        total = sp.expand(total / len(GROUP))
        if total != 0:
            found.add(total)
    invariants[degree] = found
assert invariants[1] == set()
assert len(invariants[2]) == 1
assert sp.expand(3 * list(invariants[2])[0] - sum(v**2 for v in xyz)) == 0
assert invariants[3] == {xyz[0] * xyz[1] * xyz[2]}

# Frozen displacements; dictionary keys are amplitudes in angstrom.
D100 = np.array([1.0, 0.0, 0.0])
D110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
D111 = np.ones(3) / np.sqrt(3)
ideal = solve(np.zeros(3))
seed = ideal["n"]
assert abs(ideal["ion"] - cell.energy_nuc()) < 1e-5
r111 = {s: solve(s / BOHR * D111, start=seed) for s in (-.04, -.02, .02, .04)}
r100 = {s: solve(s / BOHR * D100, start=seed) for s in (-.04, .04, .08)}
r110 = solve(0.04 / BOHR * D110, start=seed)


def one_sided(run, s, direction):
    return -run["F"] @ direction / (s / BOHR)


def frequency(stiffness):
    return np.sqrt(stiffness / REDUCED_MASS) * WAVENUMBER


k111 = {s: one_sided(r, s, D111) for s, r in r111.items()}
k100 = {s: one_sided(r, s, D100) for s, r in r100.items()}
central = {s: 0.5 * (k111[s] + k111[-s]) for s in (.02, .04)}
K = (4 * central[.02] - central[.04]) / 3
K_from_100 = (4 * k100[.04] - k100[.08]) / 3
s4 = 0.04 / BOHR
g = -2 * r110["F"][2] / s4**2
omega = frequency(K)

# Forces against energies: Simpson for half the path, Boole for all of it.
f = [r111[-.04]["F"] @ D111, r111[-.02]["F"] @ D111, ideal["F"] @ D111,
     r111[.02]["F"] @ D111, r111[.04]["F"] @ D111]
h = s4 / 2
rise = r111[.04]["E"] - ideal["E"]
assert abs(rise + h / 3 * (f[2] + 4 * f[3] + f[4])) < 2e-3 * abs(rise)
odd111 = r111[.04]["E"] - r111[-.04]["E"]
boole = -2 * h / 45 * np.dot([7, 32, 12, 32, 7], f)
assert abs(odd111 - boole) < 0.01 * abs(odd111)

# Isotropic K; sextic terms limit the agreement of the extrapolations.
assert abs(K_from_100 / K - 1) < 2e-3
# g from a transverse [110] force predicts [111] forces and energies;
# the allowance covers fifth-order terms.
for s in (.02, .04):
    odd_part = 0.5 * (k111[s] - k111[-s])
    assert abs(odd_part / (g * s / BOHR / np.sqrt(3)) - 1) < 0.03
odd_formula = 2 * g * s4**3 / (3 * np.sqrt(3))
assert abs(odd111 / odd_formula - 1) < 0.03
# No odd part along [100]; the bounds are numerical noise.
odd100 = r100[.04]["E"] - r100[-.04]["E"]
assert abs(odd100) < 2e-3 * abs(odd111)
assert abs(k100[.04] / k100[-.04] - 1) < 1e-4
assert abs(k100[.04] - K) < 0.2 * abs(k111[.04] - K)
# No cubic energy along [110], but the longitudinal force stays near -K s.
assert abs(one_sided(r110, .04, D110) - K) < 0.2 * abs(k111[.04] - K)

# Ideal positions, without imposed symmetry, on two k meshes.
even_mesh = solve(np.zeros(3), symmetric=False, start=seed)
lopsided = solve(np.zeros(3), mesh=0, symmetric=False, start=seed)
force_even = np.linalg.norm(even_mesh["F"])
force_lop = np.linalg.norm(lopsided["F"])
assert force_even < 2e-6
assert force_lop > 1e-5

# Convergence in cutoff and k mesh, at the same amplitude of 0.04 angstrom.


def pair(**options):
    plus = one_sided(solve(s4 * D111, start=seed, **options), .04, D111)
    minus = one_sided(solve(-s4 * D111, start=seed, **options), -.04, D111)
    return (frequency(0.5 * (plus + minus)),
            np.sqrt(3) * (plus - minus) / (2 * s4))


base_w = frequency(central[.04])
base_g = np.sqrt(3) * (k111[.04] - k111[-.04]) / (2 * s4)
cut_w, cut_g = pair(cutoff=10.0)
mesh_w, mesh_g = pair(mesh=3)
for w_new, g_new in ((cut_w, cut_g), (mesh_w, mesh_g)):
    assert abs(w_new / base_w - 1) < 0.05
    assert abs(g_new / base_g - 1) < 0.15

# Size of effects outside the fixed-lattice, static model.
wide = one_sided(solve(s4 * D100, edge=1.01 * EDGE, start=seed), .04, D100)
kt = const.k * 300 / PC["Hartree energy"][0]
w_au = np.sqrt(K / REDUCED_MASS)
rms = np.sqrt(1 / (2 * REDUCED_MASS * w_au * np.tanh(w_au / (2 * kt))))
safe = 2 * np.sqrt(3) * K / (abs(g) * omega)

FORCE = HARTREE / BOHR
print(f"cubic lattice edge: {EDGE * BOHR:.2f} angstrom")
print(f"silicon atomic mass: {MASSES[14]:.3f} u")
print("plane-wave cutoff: 7 hartree; k points in full mesh: 32")
print(f"site-group operations: {len(GROUP)}")
print(f"cubic invariant found: {list(invariants[3])[0]}")
print(f"K from [111]: {K * HARTREE / BOHR**2:.4f} eV/angstrom^2")
print(f"K from [100]: {K_from_100 * HARTREE / BOHR**2:.4f} eV/angstrom^2")
print(f"g from [110] transverse force: {g * HARTREE / BOHR**3:.3f} eV/angstrom^3")
print(f"g from [111] forces at 0.04 A: {base_g * HARTREE / BOHR**3:.3f} eV/angstrom^3")
print(f"harmonic frequency: {omega:.2f} cm^-1")
for s in (-.04, .04):
    print(f"force along [111], s={s:+.2f} A: {r111[s]['F'] @ D111 * FORCE:.5f} eV/angstrom")
for s in (-.04, .04):
    print(f"force along [100], s={s:+.2f} A: {r100[s]['F'] @ D100 * FORCE:.5f} eV/angstrom")
print(f"transverse force, [110], s=0.04 A: {r110['F'][2] * FORCE:.5f} eV/angstrom")
print(f"E(+s)-E(-s), [111], s=0.04 A: {odd111 * HARTREE * 1000:.4f} meV")
print(f"same from cubic formula: {odd_formula * HARTREE * 1000:.4f} meV")
print(f"E(+s)-E(-s), [100], s=0.04 A: {odd100 * HARTREE * 1000:.1e} meV")
for s in (-.04, -.02, .02, .04):
    print(f"one-sided [111] frequency, s={s:+.2f} A: {frequency(k111[s]):.2f} cm^-1")
    print(f"  error: {frequency(k111[s]) - omega:+.2f} cm^-1")
    print(f"  first-order error: {omega * g * s / BOHR / (2 * np.sqrt(3) * K):+.2f} cm^-1")
for s in (.04, .08):
    print(f"one-sided [100] error, s={s:.2f} A: {frequency(k100[s]) - omega:+.3f} cm^-1")
for s in (.02, .04):
    print(f"central [111] error, s={s:.2f} A: {frequency(central[s]) - omega:+.3f} cm^-1")
print(f"[111] amplitude for 1 cm^-1 error: {safe * BOHR:.5f} angstrom")
print(f"ideal-site force, symmetric mesh: {force_even * FORCE:.1e} eV/angstrom")
print(f"ideal-site force, lopsided mesh: {force_lop * FORCE:.5f} eV/angstrom")
print(f"cutoff 7 to 10 hartree, frequency shift: {cut_w - base_w:+.2f} cm^-1")
print(f"cutoff 7 to 10 hartree, change of g: {100 * (cut_g / base_g - 1):+.2f} %")
print(f"mesh 32 to 108 points, frequency shift: {mesh_w - base_w:+.2f} cm^-1")
print(f"mesh 32 to 108 points, change of g: {100 * (mesh_g / base_g - 1):+.2f} %")
print(f"1 % larger edge, frequency shift: {frequency(wide) - frequency(k100[.04]):+.2f} cm^-1")
print(f"one-cell rms amplitude per axis, 300 K: {rms * BOHR:.4f} angstrom")
print(f"|g| rms/(sqrt(3) K) at 300 K: {100 * abs(g) * rms / (np.sqrt(3) * K):.2f} %")
print("checks complete")
```

Running it gives:

```
cubic lattice edge: 5.40 angstrom
silicon atomic mass: 28.085 u
plane-wave cutoff: 7 hartree; k points in full mesh: 32
site-group operations: 24
cubic invariant found: x*y*z
K from [111]: 14.4039 eV/angstrom^2
K from [100]: 14.4038 eV/angstrom^2
g from [110] transverse force: -38.866 eV/angstrom^3
g from [111] forces at 0.04 A: -38.867 eV/angstrom^3
harmonic frequency: 528.14 cm^-1
force along [111], s=-0.04 A: 0.61225 eV/angstrom
force along [111], s=+0.04 A: -0.54044 eV/angstrom
force along [100], s=-0.04 A: 0.57520 eV/angstrom
force along [100], s=+0.04 A: -0.57520 eV/angstrom
transverse force, [110], s=0.04 A: 0.03109 eV/angstrom
E(+s)-E(-s), [111], s=0.04 A: -0.9574 meV
same from cubic formula: -0.9574 meV
E(+s)-E(-s), [100], s=0.04 A: -1.5e-10 meV
one-sided [111] frequency, s=-0.04 A: 544.43 cm^-1
  error: +16.29 cm^-1
  first-order error: +16.46 cm^-1
one-sided [111] frequency, s=-0.02 A: 536.32 cm^-1
  error: +8.19 cm^-1
  first-order error: +8.23 cm^-1
one-sided [111] frequency, s=+0.02 A: 519.87 cm^-1
  error: -8.27 cm^-1
  first-order error: -8.23 cm^-1
one-sided [111] frequency, s=+0.04 A: 511.51 cm^-1
  error: -16.63 cm^-1
  first-order error: -16.46 cm^-1
one-sided [100] error, s=0.04 A: -0.438 cm^-1
one-sided [100] error, s=0.08 A: -1.746 cm^-1
central [111] error, s=0.02 A: +0.021 cm^-1
central [111] error, s=0.04 A: +0.086 cm^-1
[111] amplitude for 1 cm^-1 error: 0.00243 angstrom
ideal-site force, symmetric mesh: 8.0e-14 eV/angstrom
ideal-site force, lopsided mesh: 0.01750 eV/angstrom
cutoff 7 to 10 hartree, frequency shift: -17.97 cm^-1
cutoff 7 to 10 hartree, change of g: -6.73 %
mesh 32 to 108 points, frequency shift: -4.30 cm^-1
mesh 32 to 108 points, change of g: -1.41 %
1 % larger edge, frequency shift: -15.26 cm^-1
one-cell rms amplitude per axis, 300 K: 0.0516 angstrom
|g| rms/(sqrt(3) K) at 300 K: 8.04 %
checks complete
```
